# Why iodine's spin-orbit coupling shields the proton in HI

**Question.** The proton in HI has hardly any spin-orbit coupling of its own. How can spin-orbit coupling on iodine change the magnetic shielding of the proton, why does the change have the sign it has, and how far is the mechanism the same as that of nuclear spin-spin coupling?

## The mechanism: a magnetic field makes spin in a closed shell

An external field $B$ acts on the orbital motion of the electrons. In a closed-shell molecule this alone produces no spin density. Spin-orbit coupling on iodine converts part of the orbital response into spin polarization. The bond orbitals have amplitude at both atoms, so some of this polarization appears at the proton, whose magnetic moment senses it through the Fermi contact interaction.

Three interactions are therefore needed: orbital Zeeman, spin-orbit and contact. If spin-orbit coupling is treated as a perturbation, the leading effect is of third order in the energy. In a four-component treatment it is already in the unperturbed electrons, and the same effect is part of the second-order response to the field and the nuclear moment.

I use Hartree units, $g=2$, the bond along $z$ and the gauge origin at iodine. The relevant terms are

$$
H_B=\tfrac12\,\mathbf B\cdot\mathbf L,\qquad
H_{SO}=\zeta\sum_e \mathbf l_e\cdot\mathbf s_e,\qquad
H_{FC}=K\sum_e \mathbf M\cdot\mathbf s_e\,\delta(\mathbf r_e-\mathbf R_H).
$$

Here $\mathbf M$ is the proton moment and $\mathbf l$ acts on the iodine $p$ shell. To fix $K$, note that a magnetization $\mathbf m$ at a nucleus gives the contact field $\tfrac23\mu_0\mathbf m$, with $\mu_0=4\pi\alpha^2$. An electron has moment $-\mathbf s$, and the energy of the proton is $-\mathbf M$ times the field. Hence $K=8\pi\alpha^2/3$, with a positive sign in $H_{FC}$.

The proton feels $(1-\sigma)B$, so its energy contains $+M\sigma B$ and $\sigma_{xx}=\partial^2E/\partial M_x\partial B_x$. Taking the $M_x$ derivative first, by the Hellmann–Feynman theorem, gives

$$
\sigma_{xx}=K\,\frac{d}{dB_x}\Big\langle\sum_e s_{x,e}\,\delta(\mathbf r_e-\mathbf R_H)\Big\rangle .
$$

This contribution to the shielding is the field-induced spin density at the proton, times $K$. Spin parallel to $B$ means an electron moment antiparallel to $B$; its contact field opposes $B$, which is shielding. It remains to find the sign and size of the spin.

## A few-level model

Take iodine $p_x,p_y,p_z$ and one hydrogen orbital $h$, orthonormal, with $|h(\mathbf R_H)|^2=\rho$. Iodine orbitals are given no amplitude at the proton. The bonding ($\sigma$) and antibonding ($\sigma^*$) orbitals are

$$
b=c_p\,p_z+c_h\,h,\qquad a=-c_h\,p_z+c_p\,h,\qquad c_p^2+c_h^2=1,
$$

with $c_p,c_h>0$. Six electrons fill $b$ and the lone pairs $p_x,p_y$; $a$ is empty.

For $B$ along $x$ we need $l_xp_y=i\,p_z$, $l_xp_z=-i\,p_y$ and $l_xp_x=0$. So

$$
\langle a|l_x|p_y\rangle=-ic_h,\qquad \langle p_y|l_x|b\rangle=-ic_p .
$$

The contact operator contains the projector $d=|h\rangle\langle h|$, with

$$
d_{ab}=c_pc_h,\qquad d_{aa}=c_p^2,\qquad d_{p_yp_y}=0 .
$$

**Excited states.** Quantize spin along $x$, $\tau=\pm1$. Let $|i,\tau\rangle$ be the ground determinant $|0\rangle$ with an electron of spin $\tau$ moved from $i$ to $a$. The combinations $(|i,+\rangle\pm|i,-\rangle)/\sqrt2$ are the singlet $|{}^1i\rangle$ (plus) and one triplet component $|{}^3i\rangle$ (minus). The excitation energies needed are

- $S$ for $|{}^1\pi\rangle$ and $T$ for $|{}^3\pi\rangle$, with the electron taken from $p_y$,
- $D$ for $|{}^3b\rangle$, with the electron taken from $b$.

**Matrix elements.** For a one-electron spatial operator $o$, adding the two spin contributions gives

$$
\langle{}^1i|o|0\rangle=\sqrt2\,o_{ai},\qquad
\langle{}^3i|o\,s_x|0\rangle=\frac{o_{ai}}{\sqrt2}.
$$

Between excited determinants an operator can act on the electron in $a$ or move the hole. Moving the hole from $j$ to $i$ means moving an electron from $i$ to $j$, and exchanging fermions supplies a minus sign. Thus

$$
\langle{}^3i|o|{}^3j\rangle=-o_{ji}\ (i\ne j),\qquad
\langle{}^3i|o\,s_x|{}^1j\rangle=\tfrac12\left(\delta_{ij}o_{aa}-o_{ji}\right).
$$

Only the $l_xs_x$ part of $H_{SO}$ matters here: $L_x$ conserves spin, and the $x$ component of the contact operator connects singlets to the triplet component defined above.

## The three paths

The ground-state expectation value of each perturbation vanishes, so the third-order energy is

$$
E^{(3)}=\sum_{n,m\ne0}\frac{V_{0n}V_{nm}V_{m0}}{\Delta_n\Delta_m}.
$$

Both denominators are positive excitation energies; the two minus signs have cancelled. Since $L_x$ takes $|0\rangle$ to a singlet, while spin-orbit and contact terms take it to triplets, three paths remain. Each product below is the coefficient of $K\rho\zeta BM$.

1. Field, then spin-orbit, then contact, $0\to{}^1\pi\to{}^3b\to0$:

$$
\frac{c_pc_h}{\sqrt2}\cdot\frac{ic_p}{2}\cdot\frac{-ic_h}{\sqrt2}=\frac{c_p^2c_h^2}{4}.
$$

2. Spin-orbit, then field, then contact, $0\to{}^3\pi\to{}^3b\to0$:

$$
\frac{c_pc_h}{\sqrt2}\cdot\frac{ic_p}{2}\cdot\frac{-ic_h}{\sqrt2}=\frac{c_p^2c_h^2}{4}.
$$

3. Field, then contact, then spin-orbit, $0\to{}^1\pi\to{}^3\pi\to0$:

$$
\frac{ic_h}{\sqrt2}\cdot\frac{c_p^2}{2}\cdot\frac{-ic_h}{\sqrt2}=\frac{c_p^2c_h^2}{4}.
$$

In paths 1 and 2 the middle factor is $-\tfrac12\langle p_y|l_x|b\rangle=ic_p/2$: the hole moves from the lone pair into the bond. In path 1 the factor $\tfrac12$ comes from $s_x$, in path 2 from $H_B$. Each path also occurs in reverse order with the complex-conjugate product, which doubles it. Therefore

$$
\boxed{\;\sigma_{xx}=\frac{K\rho\,\zeta\,c_p^2c_h^2}{2}
\left[\frac1{DS}+\frac1{DT}+\frac1{ST}\right]\;}
$$

All terms are positive for $\zeta>0$: with occupied lone pairs, the model gives shielding.

By axial symmetry $\sigma_{yy}=\sigma_{xx}$. Along the bond, $l_z$ annihilates $b$ and $a$ and only mixes the two occupied lone pairs. It cannot connect a $\pi$ excitation to the $b\to a$ excitation that the contact operator reaches, so $\sigma_{zz}=0$ at this order and the isotropic value is $2\sigma_{xx}/3$.

The electron spin Zeeman term also gives nothing linear in $\zeta$. It vanishes on the singlet ground state, so it would have to stand between two triplets. Spin-orbit coupling reaches $\pi$ triplets, the contact term reaches ${}^3b$, and a spin operator cannot change one orbital excitation into the other.

At fixed energies the factor $c_p^2c_h^2$ is largest for an evenly shared bond and vanishes if $b$ belongs wholly to either atom. The effect needs covalency as well as a large $\zeta$.

## What is shared with spin-spin coupling

Suppose a local spin field acts on iodine alone, $W=\beta s_x|p_z\rangle\langle p_z|$. Because $\langle a|p_z\rangle\langle p_z|b\rangle=-c_pc_h$, its matrix element to ${}^3b$ is $-\beta c_pc_h/\sqrt2$. First-order perturbation theory divides this by $-D$, so the admixture is $+\beta c_pc_h/(\sqrt2D)$. The spin on $h$ is twice the product of this amplitude with the element $c_pc_h/\sqrt2$:

$$
\langle s_x\rangle_h=2\cdot\frac{c_pc_h}{\sqrt2}\cdot\frac{\beta c_pc_h}{\sqrt2D}
=\frac{\beta c_p^2c_h^2}{D}.
$$

Multiplied by $K\rho$, this equals paths 1 and 2 together if, per unit $B$,

$$
\beta=\frac{\zeta}{2}\left(\frac1S+\frac1T\right).
$$

The field and spin-orbit coupling thus act like a spin field located on iodine, and the bond transmits the polarization to hydrogen.

Contact spin-spin coupling uses the same last step. Let the bond orbitals also have iodine $s$ character, so that $b$ and $a$ are nonzero at the iodine nucleus. The matrix element of either nuclear contact term to ${}^3b$ is then $KM_N\,b(\mathbf R_N)a(\mathbf R_N)/\sqrt2$. The second-order energy, with both orders counted, is

$$
E_{IH}=-\frac{K^2M_IM_H}{D}\,
b(\mathbf R_I)a(\mathbf R_I)\,b(\mathbf R_H)a(\mathbf R_H).
$$

The proton factor $b(\mathbf R_H)a(\mathbf R_H)=\rho c_pc_h$ and the denominator $D$ are those of paths 1 and 2. What differs is the source of polarization: the iodine nuclear moment in one case, the external field with spin-orbit coupling in the other.

Path 3 lies outside this analogy. There the contact operator does not close the path through ${}^3b$; it acts between two states that already have an electron in $a$, and senses that electron's spin directly. The comparison with spin-spin coupling is therefore correct for part of the effect.

Another feature is common to both: at leading order, the net induced spin is zero. For spin-orbit shielding, the field alone leaves a singlet, which the total spin operator annihilates. A first-order triplet admixture then gives no expectation value of total spin. Positive spin on hydrogen is balanced by negative spin on iodine. For the shielding this balance is exact only to first order in $\zeta$; at higher orders a net spin remains.

## The opposite case: an empty $\pi$ shell

The role of the lone pairs can be checked by removing them. Let only $b$ be filled, and let $S,T$ now be the singlet and triplet energies for $b\to p_y$. An electron, not a hole, now moves between the excited orbitals, so the fermionic minus sign is absent. Path 1 becomes

$$
\frac{c_pc_h}{\sqrt2}\cdot\frac{-ic_h}{2}\cdot\frac{-ic_p}{\sqrt2}
=-\frac{c_p^2c_h^2}{4}.
$$

Path 2 has the same factors. In path 3 the contact operator senses the hole left in $b$, with element $-d_{bb}/2=-c_h^2/2$:

$$
\frac{ic_p}{\sqrt2}\cdot\frac{-c_h^2}{2}\cdot\frac{-ic_p}{\sqrt2}
=-\frac{c_p^2c_h^2}{4}.
$$

The same bracket appears with the opposite overall sign: an empty $\pi$ shell gives deshielding in this model. The formulas for both cases were tested by diagonalizing the many-electron model with small finite perturbations, for three parameter sets each. The largest relative deviation was $2\times10^{-5}$.

## Numbers for the model

Choose $c_p^2=0.60$, $\zeta=0.025$ hartree, $S=0.30$, $T=0.25$ and $D=0.45$ hartree, and a hydrogen $1s$ orbital, $\rho=1/\pi=0.3183$ bohr$^{-3}$. With $K=4.461\times10^{-4}$, the induced spin on $h$ per unit field is

$$
\frac{0.025\times0.60\times0.40}{2}
\left[\frac1{0.45\times0.30}+\frac1{0.45\times0.25}+\frac1{0.30\times0.25}\right]
=0.0889 .
$$

Multiplication by $K\rho$ gives

$$
\sigma_{xx}=4.461\times10^{-4}\times0.3183\times0.0889
=12.6\ \text{ppm}.
$$

The three paths contribute 3.2, 3.8 and 5.7 ppm. The isotropic value is $2\times12.6/3=8.4$ ppm.

The effective spin field is $\beta=0.092$ per unit $B$. Since the ordinary spin Zeeman term has coefficient 1, this is about 9% of its strength. The ordinary term acts equally on all electron spins and cannot polarize a singlet; the effective one acts on iodine and can. The coupling-like paths supply 55% of $\sigma_{xx}$.

Keeping $\zeta$ at its full value in the diagonalization, and including spin Zeeman coupling, changes the isotropic contact shielding from 8.4 to 6.9 ppm. The linear formula is thus 22% too large relative to the full model value. The orbital field alone gives 8.1 ppm at full $\zeta$; the spin Zeeman term adds $-1.2$ ppm, because the ground state is no longer a pure singlet once spin-orbit coupling has mixed in triplets. It is a leading-order result and worsens when $\zeta$ is no longer small compared with the excitation energies.

## HI itself

For HI at a chosen bond length of 3.04 bohr (1.609 Å), I take orbitals from a nonrelativistic PBE calculation in an even-tempered Gaussian basis. The iodine spin-orbit operator is screened by the electronic charge enclosed within each radius. Orbital energy differences replace $S$, $T$ and $D$, so $S=T$.

The lone-pair spin-orbit constant is 0.0212 hartree (0.576 eV). The gaps to $\sigma^*$ are 0.188 hartree from $\pi$ and 0.312 hartree from $\sigma$. The third-order sum gives:

- four orbitals ($\sigma$, two $\pi$, $\sigma^*$): $\sigma_{xx}=10.9$ ppm, isotropic 7.3 ppm;
- all orbitals: $\sigma_{xx}=14.3$ ppm, isotropic 9.5 ppm.

Finite perturbations in the full orbital space reproduce the 14.3 ppm. The four frontier orbitals account for 76% of it, so they carry most of the effect but do not replace the full sum. Terms in which the contact operator joins an occupied to an empty orbital, the generalization of paths 1 and 2, give 9.5 of the 14.3 ppm, or two thirds. The remaining 4.8 ppm generalizes path 3. These values are not converged in the basis to the digits shown. Enlarging it from 116 to 160 functions (diffuse and tight functions, $f$ on iodine, more $p$ and $d$ on hydrogen) gives $\zeta=0.0214$ hartree, a $\sigma$ gap of 0.309 hartree, $\sigma_{xx}=10.2$ ppm from four orbitals and about 14.6 ppm from all (isotropic 9.7 ppm), so the frontier share falls to 70%; the two-thirds split and the sum 0.93 below are unchanged.

The real orbitals also show a limit of the orthonormal model. There, $|\langle b|l_x|p_y\rangle|^2+|\langle a|l_x|p_y\rangle|^2=1$. In HI the corresponding sum is $0.913^2+0.317^2=0.93$, so some of the angular momentum strength leads to other orbitals.

These numbers establish the sign and rough size at the stated level. They are not a prediction of the measured shielding. The calculation leaves out the spin-dipolar interaction of the proton moment with the induced spin, which is of the same order in perturbation theory as the contact term. It also leaves out the response of the exchange-correlation potential to the induced spin, exchange and spin-other-orbit contributions to the screening, field-dependent spin-orbit terms, scalar relativity and higher orders in spin-orbit coupling. Some of these omissions are large: the PBE response to the induced spin alone raises the isotropic contact value from 9.5 to about 14 ppm, while keeping spin-orbit coupling to all orders with the spin Zeeman term, without that response, lowers it to about 8 ppm. The size is therefore fixed only to within a factor of about 1.5. The ordinary orbital shielding of the proton is a separate contribution. The remaining values are in the numerical output below.

## Numbers as computed

```
FEW-LEVEL MODEL
weight of p_z in sigma: 0.60
sigma to sigma* singlet gap: 0.500 hartree
pi to sigma* singlet gap S: 0.300 hartree
triplet lowering: 0.050 hartree
pi to sigma* triplet gap T: 0.250 hartree
sigma to sigma* triplet gap D: 0.450 hartree
spin-orbit constant zeta: 0.0250 hartree
contact prefactor K: 4.46118e-04 a.u.
hydrogen contact density rho: 0.31831 bohr^-3
sigma_xx from path 1/(D S): 3.156 ppm
sigma_xx from path 1/(D T): 3.787 ppm
sigma_xx from path 1/(S T): 5.680 ppm
sigma_xx, formula: 12.623 ppm
sigma_xx, diagonalization, linear in zeta: 12.622 ppm
isotropic shielding, formula: 8.415 ppm
isotropic contact shielding, all orders in zeta: 6.870 ppm
induced s_x on h per unit B: 0.08889 a.u.
effective spin field beta per unit B: 0.09167 (no unit)
h spin per unit local spin field: 0.53333 a.u.
coupling-like share of sigma_xx: 0.5500
largest relative formula error in tests: 2.2e-05
HI, NONRELATIVISTIC PBE ORBITALS, NO XC RESPONSE
bond length: 3.040 bohr = 1.609 angstrom
number of basis functions: 116
pi to sigma* orbital gap: 0.1878 hartree
sigma to sigma* orbital gap: 0.3119 hartree
lone-pair spin-orbit constant: 0.02116 hartree = 0.576 eV
size of <sigma|l_x|pi>: 0.9132 (hbar)
size of <sigma*|l_x|pi>: 0.3169 (hbar)
proton contact density in sigma: 0.1418 bohr^-3
proton contact density in sigma*: 0.1140 bohr^-3
sigma_xx, four orbitals: 10.920 ppm
sigma_xx, all orbitals: 14.309 ppm
sigma_xx, finite perturbations: 14.309 ppm
isotropic, four orbitals: 7.280 ppm
isotropic, all orbitals: 9.539 ppm
all orbitals, coupling-like part of sigma_xx: 9.544 ppm
all orbitals, remaining part of sigma_xx: 4.764 ppm
four orbitals, coupling-like part of sigma_xx: 8.074 ppm
four orbitals, remaining part of sigma_xx: 2.846 ppm
```
